# One-Centre Spin-Orbit Coupling in PAW and the Terms It Neglects, part 2

The problem is whether spin-orbit coupling in a projector augmented-wave (PAW) calculation can be reduced to integrals over all-electron partial waves inside non-overlapping spheres $\Omega_a$ of radius $r_c$. Hartree atomic units are used; $V$ is the spherical, spin-averaged potential energy, $c$ the speed of light, $\mathbf L$ the orbital angular momentum about the nucleus, and $\mathbf S=\boldsymbol\sigma/2$.

The all-electron partial waves $\phi_i=u_{nl}Y_{lm}/r$, where $n$ counts the radial functions of one $l$, have smooth partners $\tilde\phi_i$, equal to them outside the sphere, and projectors $\tilde p_i$. A smooth wave $\tilde\psi$ has coefficients $c_{i\sigma}=\langle\tilde p_i|\tilde\psi_\sigma\rangle$; the PAW map turns it into the all-electron wave $\psi$. In a sphere, $A=\sum_i\phi_ic_i$, $P=\sum_i\tilde\phi_ic_i$ and $\delta=\tilde\psi-P$, so $\psi=A+\delta$.

The Dirac equation, with the orbital energy neglected beside $2c^2$, gives the operator $\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p$ with $K=c^2/(2c^2-V)$, which separates as

$$
\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p
=p_aKp_a+i\epsilon_{abd}\sigma_d\,p_aKp_b. \tag{9}
$$

The last term is $\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$. For spherical $V$ it becomes $H_{\rm SO}=\xi(r)\mathbf L\cdot\mathbf S$, where

$$
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+). \tag{15}
$$

Its eigenvalues are $l/2$ for $j=l+1/2$ and $-(l+1)/2$ for $j=l-1/2$. The theorem proved is

$$
\langle\psi|H_{\rm SO}|\psi\rangle
=\sum_a\sum_{ij\sigma\sigma'}c_{i\sigma}^*W_{i\sigma,j\sigma'}c_{j\sigma'}
+\sum_aR_a+I, \tag{3}
$$

$$
W_{i\sigma,j\sigma'}=\delta_{ll'}\lambda^l_{nn'}
\langle lm\sigma|\mathbf L\cdot\mathbf S|lm'\sigma'\rangle, \tag{4}
$$

$$
\lambda^l_{nn'}=\int_0^{r_c}u_{nl}(r)\,\xi(r)\,u_{n'l}(r)\,dr,
\qquad
\xi(r)=\frac{V'(r)}{2c^2r}\left[1-\frac{V(r)}{2c^2}\right]^{-2}. \tag{5}
$$

$$
R_a=2\,{\rm Re}\langle A|H_{\rm SO}|\delta\rangle_{\Omega_a}
+\langle\delta|H_{\rm SO}|\delta\rangle_{\Omega_a}, \tag{6}
$$

Here $I$ is the integral of $H_{\rm SO}$ over the region outside all spheres. The one-centre approximation drops $R_a$ and $I$. The smooth-wave term $\langle\tilde\psi|H_{\rm SO}|\tilde\psi\rangle_\Omega$ and the one-centre pseudo term $\langle P|H_{\rm SO}|P\rangle_\Omega$ cancel when $\delta=0$, so they must be kept or dropped together.

### Which norm has to be small

Suppose $\xi\ge0$ in the sphere, and define the weighted norm

$$
\|f\|_\xi^2=\int_\Omega\xi(r)\sum_\sigma|f_\sigma(\mathbf r)|^2\,d^3r. \tag{23}
$$

In a channel with $l\ge1$, the largest magnitude among the eigenvalues of $\mathbf L\cdot\mathbf S$ is $(l+1)/2$. The Cauchy–Schwarz inequality then gives

$$
|R_a|\le\sum_{l\ge1}\frac{l+1}{2}
\left(2\|A_l\|_\xi\|\delta_l\|_\xi+\|\delta_l\|_\xi^2\right), \tag{24}
$$

where $A_l$ and $\delta_l$ are the parts with angular momentum $l$. This is a bound, not an estimate of the actual error. It shows that $R_a$ is guaranteed to be small when the remainder is small in a norm weighted towards the nucleus; the condition is sufficient, not necessary. A small ordinary norm of $\delta$ is not sufficient in general.

There is a second source of error in a practical calculation. The theorem holds for whichever $\tilde\psi$ is inserted in the map. A PAW Hamiltonian with few partial waves can produce a slightly wrong $\tilde\psi$ and hence slightly wrong coefficients. That error is present in addition to $R_a$ and $I$.

### The operator used in a two-component calculation

Dropping $R_a$ and $I$ leaves an energy quadratic in the smooth wave. Its variation with respect to $\tilde\psi_\sigma^*$ gives

$$
(\tilde H_{\rm SO}\tilde\psi)_\sigma
=\sum_a\sum_{ij\sigma'}|\tilde p_i\rangle
W_{i\sigma,j\sigma'}\langle\tilde p_j|\tilde\psi_{\sigma'}\rangle. \tag{25}
$$

Thus $W$ is added to the scalar and exchange parts of the one-centre Hamiltonian. The PAW overlap operator is unchanged, because it comes from the norm of $\psi$ and not from the energy. Here $\xi$ is held fixed. If a total-energy functional lets $\xi$ depend on the density, differentiating that dependence adds a further potential term.

For occupations $f_k$ of states $k$, let $\rho_{j\sigma',i\sigma}=\sum_kf_k c^{(k)}_{j\sigma'}c^{(k)*}_{i\sigma}$. The one-centre spin-orbit energy is ${\rm Tr}(\rho W)$. If $\rho$ is an orbital matrix times the unit matrix in spin, as when every orbital is occupied equally by both spins, this trace is zero because every component of $\mathbf S$ is traceless. A first-order shift of individual levels can then coexist with zero first-order change in the summed energy. A vanishing spin moment is not enough: a filled $j=1/2$ doublet of a $p$ shell has no spin moment, yet ${\rm Tr}(\rho\,\mathbf L\cdot\mathbf S)=-2$.

In noncollinear magnetism, the direction of the exchange field may vary in space and couple the two spin components. The spin-orbit term adds a link between spin and orbital directions. From (15),

$$
[S_z,\mathbf L\cdot\mathbf S]
=\tfrac12(-L_+S_-+L_-S_+), \tag{26}
$$

which is nonzero for $l\ge1$, whereas $\mathbf J$ commutes with $\mathbf L\cdot\mathbf S$. Spin alone can no longer be rotated without changing the Hamiltonian. In a crystal, whose potential fixes orbital directions, the energy can then depend on the direction of magnetization.

The strength $\xi$ uses the spin-averaged potential. If an exchange term $\mathbf b\cdot\boldsymbol\sigma$ were included in $K$, then $K$ would be a spin matrix and would not in general commute with the Pauli matrices. The separation in (9) would no longer hold as written. The approximation omits this effect, while the exchange field still acts through the ordinary two-component Hamiltonian.

### A numerical example

The model atom has

$$
V(r)=-\frac{1+31e^{-r/d}}{r},
$$

with $d=0.4122$ bohr chosen to put the third $p$ level at $-0.25$ hartree. The sphere radius is 2 bohr. Two $p$ partial waves are taken at $-0.25$ and $+0.25$ hartree, each with unit norm in the sphere. Their smooth partners are polynomials in $r^2$, $r^4$ and $r^6$ matched in value, slope and curvature at $r_c$. The smooth potential $\tilde V$ is an even quartic polynomial matched in the same way, and the projectors are the dual combinations of $(\varepsilon_i-T-\tilde V)\tilde\phi_i$, with $T$ the kinetic operator. The strengths $\lambda$ and all all-electron numbers below are independent of these choices. The coefficients, the pseudo integrals and the PAW errors are not: other smooth potentials and polynomials move the two-wave error of 0.10% quoted below between 0.08% and 0.13%, while the splitting error stays near 1.1%. A hard wall at 4 bohr then changes the valence state, as a surrounding solid might. The scalar Hamiltonian is nonrelativistic, so the example checks the PAW reduction and does not predict the splitting of a real element.

The all-electron valence energy in the cell is $-0.18533$ hartree. The two-wave PAW calculation agrees to the printed precision of $10^{-7}$ hartree. Its strengths and coefficients are

$$
\lambda_{11}=0.018101,\quad
\lambda_{12}=0.022166,\quad
\lambda_{22}=0.027146\ \text{hartree},
$$

$$
c_1=0.71037,\qquad c_2=0.09193.
$$

The coefficient of $\mathbf L\cdot\mathbf S$ is therefore

$$
\begin{aligned}
\zeta&=c_1^2\lambda_{11}+2c_1c_2\lambda_{12}+c_2^2\lambda_{22}\\
&=0.009134+0.002895+0.000229\\
&=0.01226\ \text{hartree}=0.3336\ \text{eV}.
\end{aligned} \tag{27}
$$

The off-diagonal strength supplies about 24% of the result. The full all-electron integral is 0.012246 hartree, so the one-centre value is high by 0.10% relative to it.

The omitted interstitial integral is $1.22\times10^{-6}$ hartree, or 0.010% of the full integral. Its omission alone would make the result too low. The larger, positive discrepancy of $1.2\times10^{-5}$ hartree therefore comes from the finite partial-wave set. It is not the remainder term: the radial part of $R_a$ is only $-3.6\times10^{-7}$ hartree, and its bound of the form (24) is $2.6\times10^{-6}$ hartree. The discrepancy is the second source of error named above, a slightly wrong smooth wave and hence slightly wrong coefficients.

The interstitial part is small although about 36% of the electron norm lies outside the sphere. The region within 0.5 bohr contains 2.7% of the norm but 99.4% of the spin-orbit integral. This weighting is why the interstitial term can be dropped here; it does not by itself make the partial-wave error small.

The pseudo integrals show the cancellation. The smooth-wave term in the sphere is $1.0244\times10^{-4}$ hartree, and the one-centre pseudo term is $1.0262\times10^{-4}$ hartree. Each is about 0.8% of the full integral, while their difference is only $-1.8\times10^{-7}$ hartree. Retaining just one of them would cause an error much larger than the interstitial contribution.

### Why one partial wave is insufficient here

With the first partial wave alone, the PAW energy is wrong by $2.5\times10^{-4}$ hartree, but the spin-orbit integral is 0.01145 hartree, low by 6.5%. The printed data show where this comes from. The true state has norm 0.6408 in the sphere, so its spin-orbit integral per unit sphere norm is

$$
\frac{0.012245}{0.6408}=0.01911\ \text{hartree}.
$$

A single normalized wave fixes this ratio at $\lambda_{11}=0.01810$ hartree, which is 5.3% too low. The rest comes from its squared coefficient, $0.011448/0.018101=0.632$, which is 1.3% below the true sphere norm. This last part depends on the smooth construction: changing the smooth potential inside the sphere moves the total one-wave error between about 5% and 11%, while the 5.3% from the fixed shape remains. The second wave allows the amplitude near the nucleus to change relative to the norm in the sphere.

The two waves nevertheless have almost the same shape where $\xi$ is large. Their strengths satisfy $1-\lambda_{12}^2/(\lambda_{11}\lambda_{22})\simeq8\times10^{-5}$. Zero would mean exact proportionality in the $\xi$-weighted norm. The second wave thus mainly corrects the inner amplitude, and adds little new shape there.

Confinement itself has a larger effect: the full integral rises from 0.00807 hartree in the free atom to 0.01225 hartree in the cell. A fixed atomic splitting would miss this change, whereas the coefficients $c_i$ follow it.

### Splitting beyond first order

For $p$ states the two eigenvalues of $\mathbf L\cdot\mathbf S$ differ by $1/2-(-1)=3/2$. First-order perturbation theory gives

$$
\Delta_1=\tfrac32(0.012259)=0.01839\ \text{hartree}. \tag{28}
$$

Including spin-orbit coupling in the PAW diagonalization gives 0.01857 hartree. The all-electron diagonalization gives 0.01877 hartree, or 0.511 eV. The PAW splitting is thus low by 1.1% relative to the all-electron value for the same model Hamiltonian.

The neglected interstitial coupling contributes only $1.5\times1.22\times10^{-6}=1.8\times10^{-6}$ hartree to the splitting at first order, far less than the gap of $2.0\times10^{-4}$ hartree. The gap belongs to the finite one-centre space. A third scalar wave at any of several energies between $-0.75$ and $3$ hartree reduces it only to 0.8–0.9%, whereas a third wave at $-0.25$ hartree solved with the $j$-dependent potential reduces it below 0.02%. The gap lies in the response beyond first order: the all-electron splitting exceeds its first-order value $\tfrac32(0.0122463)=0.0183695$ hartree by $4.0\times10^{-4}$ hartree, whereas the PAW splitting exceeds $\Delta_1$ by only $1.8\times10^{-4}$ hartree. The radial equations for $j=1/2$ and $j=3/2$ contain different potentials, $-\xi$ and $+\xi/2$, but both PAW calculations use the same two scalar partial waves. An accurate first-order integral does not guarantee that these waves can follow the full response to the coupling.

The bracket in $\xi$ is also visible at this nuclear charge. Replacing it by one raises the full integral from 0.01225 to 0.01288 hartree, an increase of 5.2%. This compares two operators on the same nonrelativistic wave; it does not decide which would be more accurate in a complete relativistic calculation.

### Where the reduction stops

If the potential in a sphere is nonspherical, its gradient has angular components. Then $\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$ cannot be reduced to a radial function times $\mathbf L\cdot\mathbf S$, and different $l$ may couple. If spheres overlap, the division of space used in the proof fails. Spin-orbit terms of the two-electron interaction that are not represented by the gradient of the effective potential are outside the starting Hamiltonian.

The wall example contains one centre and one angular-momentum channel. It tests the radial reduction, the pseudo-term cancellation and the size of the interstitial term in that setting. It does not establish their size for every solid. For a new PAW data set, the quantities to examine are the splitting against an all-electron calculation with the same coupling and the spin-orbit integral outside the spheres; agreement of the scalar energy alone leaves both questions open. Adding one more scalar partial wave at a nearby energy is a weak test: such waves are almost proportional where $\xi$ is large, so the splitting can stay nearly unchanged while the error beyond first order remains. An added wave probes that error only if it brings a new shape near the nucleus, as a wave solved with the $j$-dependent potential does.

## Calculated quantities

```
speed of light: 137.035999 a.u.
hartree in eV: 27.211386 eV
operator identity, largest residual: 3.7e-127 a.u.
L.S for l=2, largest quadrature difference: 3.6e-15
L.S eigenvalue, p with j=1/2: -1
L.S eigenvalue, p with j=3/2: 0.5
one-electron ion, nuclear charge: 10
ion 2p splitting from xi: 0.0165542 hartree
ion 2p splitting from Dirac levels: 0.0166966 hartree
model nuclear charge: 32
model screening length d: 0.412204 bohr
sphere radius: 2 bohr
wall radius: 4 bohr
free atom p level 1: -65.4235 hartree
free atom p level 2: -9.28679 hartree
free atom p level 3: -0.25 hartree
reference energy 1: -0.25 hartree
reference energy 2: 0.25 hartree
cell valence energy, all-electron: -0.1853262 hartree
cell valence energy, PAW two waves: -0.1853262 hartree
cell valence energy, PAW one wave: -0.1850742 hartree
lambda_11 (unit norm in sphere): 0.0181012 hartree
lambda_12: 0.0221662 hartree
lambda_22: 0.0271461 hartree
projection c_1: 0.710367
projection c_2: 0.0919254
free atom, full integral of xi: 0.00807056 hartree
cell, full integral of xi: 0.0122463 hartree
cell, full integral with Pauli xi: 0.0128827 hartree
cell, all-electron part inside sphere: 0.012245 hartree
cell, interstitial part: 1.222e-06 hartree
interstitial share of full integral: 9.98e-05
norm inside sphere: 0.6408
share of xi integral within 0.5 bohr: 0.99421
norm within 0.5 bohr: 0.02736
one-centre result, two waves: 0.0122586 hartree
one-centre result, two waves: 0.333573 eV
relative error, two waves: 0.00101
one-centre result, one wave: 0.0114479 hartree
relative error, one wave: -0.0652
pseudo-wave term inside sphere: 0.00010244 hartree
one-centre pseudo term: 0.00010262 hartree
difference of pseudo terms: -1.8e-07 hartree
norm of expansion remainder in sphere: 5.56e-07
j splitting, first order one-centre: 0.0183879 hartree
j splitting, PAW diagonalization: 0.0185668 hartree
j splitting, all-electron diagonalization: 0.0187684 hartree
j splitting, all-electron: 0.510715 eV
relative error of PAW j splitting: -0.0107
```
